# Choosing the FFT grid for the density of cubic silicon

## Problem

Silicon is described in its cubic cell of eight atoms, with lattice constant $a=10.26$ bohr. The orbitals are expanded in plane waves up to a cutoff of 30 Ry. The density is held on a uniform grid of $N\times N\times N$ points in the cell, and a fast Fourier transform (FFT) leads from the grid values to the Fourier coefficients.

(a) What is the largest Miller index, along any axis, in the set of plane waves needed for the density?

(b) What is the smallest $N$ for which no two plane waves of this set are confused on the grid?

(c) The FFT routine works best when $N$ has no prime factors other than 2, 3 and 5. Which $N$ should be taken?

(d) What is the grid spacing?

Hartree atomic units are used. The reciprocal vectors of the cubic cell are

$$\mathbf G=b\,\mathbf n,\qquad b=\frac{2\pi}{a},\qquad \mathbf n=(n_1,n_2,n_3),$$

with integers $n_i$, the Miller indices. A Bloch orbital with wavevector $b\mathbf k$ is

$$\psi(\mathbf r)=e^{ib\mathbf k\cdot\mathbf r}\sum_{\mathbf n}c(\mathbf n)\,e^{ib\mathbf n\cdot\mathbf r},\qquad \tfrac12 b^2|\mathbf k+\mathbf n|^2\le E .$$

Thus $\mathbf k$ is measured in units of $b$, and the cutoff $E$ limits the kinetic energy of each plane wave. Since 1 Ry is half a hartree, $E=15$ hartree.

## First estimate by scaling

The largest wavevector in an orbital follows from $G_\psi^2/2=E$:

$$G_\psi=\sqrt{2E}=\sqrt{30}=5.477\ \text{bohr}^{-1}.$$

The density is quadratic in the orbital. Squaring a wave doubles its largest wavevector, just as $\cos^2 qx=\tfrac12(1+\cos 2qx)$ contains $2q$. The density therefore varies on wavelengths down to

$$\lambda=\frac{2\pi}{2G_\psi}=\frac{6.283}{10.95}=0.574\ \text{bohr}.$$

A wave needs about two samples per wavelength, one for a crest and one for a trough. This suggests a spacing $\lambda/2=0.287$ bohr and

$$N_{\rm est}=\frac{a}{\lambda/2}=\frac{2a\sqrt{2E}}{\pi}=\frac{10.26}{0.287}\approx 35.8 .$$

The estimate shows how the grid grows: $N\propto a\sqrt E$, so the total number of points grows as $a^3E^{3/2}$. Doubling the cutoff multiplies the number of points by $2^{3/2}\approx2.8$.

It cannot settle question (b). The number 35.8 is not an integer, and "about two samples" does not say whether 35 points suffice, or whether 36 or 37 are needed. For that, the integers themselves must be counted.

## Exact solution

### The plane waves in the density

Multiply the orbital by its complex conjugate:

$$|\psi(\mathbf r)|^2=\sum_{\mathbf n,\mathbf n'}c^*(\mathbf n)\,c(\mathbf n')\,e^{ib(\mathbf n'-\mathbf n)\cdot\mathbf r}.$$

The factors $e^{\pm ib\mathbf k\cdot\mathbf r}$ have cancelled, so the density has the period of the cell. Put $\mathbf n'=\mathbf n+\mathbf m$ and collect the terms with the same $\mathbf m$:

$$|\psi(\mathbf r)|^2=\sum_{\mathbf m}\rho(\mathbf m)\,e^{ib\mathbf m\cdot\mathbf r},\qquad \rho(\mathbf m)=\sum_{\mathbf n}c^*(\mathbf n)\,c(\mathbf n+\mathbf m).$$

A term contributes only if both $\mathbf n$ and $\mathbf n+\mathbf m$ lie within the orbital cutoff. Write $\mathbf m$ as a difference of the two shifted vectors and use the triangle inequality:

$$b|\mathbf m|=b\,|(\mathbf k+\mathbf n+\mathbf m)-(\mathbf k+\mathbf n)|\le G_\psi+G_\psi=2G_\psi .$$

This holds for every $\mathbf k$. The total density is a sum of such orbital densities with occupation weights, so it obeys the same bound. The set needed for the density is therefore taken to be the sphere $b|\mathbf m|\le 2G_\psi$. Its radius is twice that of the orbital sphere, and its energy cutoff is four times as large: 60 hartree.

### (a) The largest index

Express the radius of the density sphere in units of $b$:

$$b=\frac{2\pi}{10.26}=0.6124\ \text{bohr}^{-1},\qquad x=\frac{2G_\psi}{b}=\frac{10.9545}{0.6124}=17.89 .$$

Every vector in the sphere satisfies $|m_i|\le|\mathbf m|\le x$. As $m_i$ is an integer, $|m_i|$ cannot exceed the integer part of $x$. The vector $(17,0,0)$ lies in the sphere, so the bound is reached:

$$M=\lfloor x\rfloor=17 .$$

The number must be rounded down. Although 17.89 is close to 18, the vector $(18,0,0)$ lies outside the sphere.

The unit of energy matters here. If 30 Ry were read as 30 hartree, $x$ would grow by $\sqrt2$ to 25.3, and the largest index would come out as 25.

### (b) The smallest grid without aliasing

The grid points are $\mathbf r_{\mathbf j}=a\mathbf j/N$, with $j_i=0,\dots,N-1$. Since $ba=2\pi$, a plane wave takes the values

$$e^{ib\mathbf m\cdot\mathbf r_{\mathbf j}}=e^{2\pi i\,\mathbf m\cdot\mathbf j/N}.$$

Adding $N$ to one index, say $m_1$, multiplies this by $e^{2\pi i j_1}=1$. Two plane waves whose indices differ by multiples of $N$ thus have the same value at every grid point. This is aliasing.

Its effect on the coefficients follows from the discrete transform of the sampled density,

$$\rho_N(\mathbf m)=\frac1{N^3}\sum_{\mathbf j}|\psi(\mathbf r_{\mathbf j})|^2e^{-2\pi i\,\mathbf m\cdot\mathbf j/N}
=\sum_{\mathbf m'}\rho(\mathbf m')\prod_{i=1}^{3}\left[\frac1N\sum_{j=0}^{N-1}e^{2\pi i(m_i'-m_i)j/N}\right].$$

If $m_i'-m_i$ is a multiple of $N$, every term in the bracket's sum is 1, and the bracket equals 1. Otherwise the sum is a geometric series with ratio $q=e^{2\pi i(m_i'-m_i)/N}\neq1$. It equals $(q^N-1)/(q-1)=0$, because $q^N=1$. Hence

$$\rho_N(\mathbf m)=\sum_{\mathbf l}\rho(\mathbf m+N\mathbf l),$$

where $\mathbf l$ runs over all integer triples. The grid returns the wanted coefficient plus all its aliases. The values of the density at the grid points are correct for any $N$; what can go wrong is their assignment to plane waves.

It remains to find the smallest $N$ for which no two vectors of the density sphere are aliases.

*$N\ge 2M+1$ is sufficient.* Two indices between $-M$ and $M$ differ by at most $2M$. This is less than $N$, so their difference cannot be a nonzero multiple of $N$.

*$N\ge 2M+1$ is necessary.* Suppose $N\le 2M$. Then $M-N$ lies between $-M$ and $M$, and the vectors $(M,0,0)$ and $(M-N,0,0)$ are both in the sphere. They are different, yet they differ by $N$ in one index and so coincide on the grid.

The smallest grid is therefore

$$N_{\min}=2M+1=2\cdot17+1=35 .$$

The count has a direct meaning: the indices $-17,\dots,17$ are 35 different waves along an axis, and 35 samples are needed to tell them apart.

### What goes wrong with 34 points

With $N=34$ the indices $17$ and $-17$ coincide. The wave $\sin(2\pi\cdot17x/a)$ is sampled at $x=ja/34$, where it equals $\sin(\pi j)=0$. It disappears from the grid altogether, while the corresponding cosine gives $(-1)^j$ and survives. A wave $A\cos(2\pi\cdot17x/a+\varphi)$ leaves only the samples $(-1)^jA\cos\varphi$, from which neither its amplitude $A$ nor its phase $\varphi$ can be recovered.

A numerical example shows the mixing in three dimensions. Take $\mathbf k=(\tfrac12,0,0)$, give every plane wave within the cutoff a random complex coefficient, and scale them so that $\sum|c(\mathbf n)|^2=1$. Then $\rho(\mathbf 0)=1$. This is not an orbital of silicon; it merely fills all the allowed coefficients. Direct summation of the formula for $\rho(\mathbf m)$ gives

$$\rho(17,1,1)=0.000449+0.001552\,i,$$
$$\rho(-17,1,1)=-0.000328+0.000068\,i .$$

The FFT on 34 points per axis returns, for $(17,1,1)$,

$$\rho_{34}(17,1,1)=0.000121+0.001620\,i,$$

which is the sum of the two, as the aliasing formula requires. Over the whole density sphere, the largest error of a coefficient on this grid is $2.2\times10^{-3}$, relative to $\rho(\mathbf 0)=1$. The reference for this error is the same density transformed on 48 points per axis, which is free of aliasing because $48>35$. On 35 and 36 points the largest error is below $10^{-15}$, the level of rounding in the arithmetic.

The size of the error at 34 points belongs to the random coefficients. In a real orbital it depends on how large the coefficients near the cutoff are.

### (c) The length for the FFT

An FFT breaks a transform of length $N$ into shorter ones whose lengths are the prime factors of $N$. With 2, 3 and 5 allowed, try the lengths in turn from the minimum:

$$35=5\cdot7,\qquad 36=2^2\cdot3^2 .$$

The factor 7 rules out 35, and 36 is the first acceptable length:

$$N=36 .$$

This step depends on the routine. If it also handles the factor 7 well, 35 can be used as it stands.

The 36 distinct indices may be labelled $-18,\dots,17$. The density sphere uses those from $-17$ to $17$, and $-18$ remains unused. The whole grid has $36^3=46\,656$ points, against $35^3=42\,875$ for the minimum, an increase of about 9%.

### (d) The spacing

$$h=\frac aN=\frac{10.26}{36}=0.2850\ \text{bohr}=0.1508\ \text{Å}.$$

The minimal grid would have a spacing of $10.26/35=0.2931$ bohr.

## Comparison of the two

The estimate was $N_{\rm est}=2x=35.8$, and the exact minimum is $2\lfloor x\rfloor+1=35$. Write $x=\lfloor x\rfloor+f$ with $0\le f<1$. Then

$$N_{\min}-N_{\rm est}=2\lfloor x\rfloor+1-2\lfloor x\rfloor-2f=1-2f .$$

The difference lies between $-1$ and $1$ for a cubic cell, whatever its lattice constant and the cutoff. The result $N_{\min}=2\lfloor x\rfloor+1$ was derived for the cubic cell, and neither it nor this bound carries over as it stands to cells whose axes are not orthogonal. The scaling estimate is thus good to one grid point per axis. Its relative error is at most $1/N_{\min}$, a bound that becomes small for large cells or high cutoffs. Here $f=0.89$, and the difference is $-0.78$.

That the minimum can lie below the estimate may seem to break the rule of two samples per wavelength. It does not. The estimate used the radius of the sphere, $17.89\,b$, but no allowed wave along an axis has that wavevector. The shortest one has index 17, and 35 points give it $35/17=2.06$ samples per wavelength. The condition $\pi/h>2G_\psi$ means $N>2x\ge2M$, and so $N\ge2M+1$ for an integer $N$. It is sufficient, but it is not necessary. The grid of 36 satisfies it, with $\pi/h=11.02$ against $10.95$ bohr$^{-1}$. The grid of 35 does not, with $\pi/h=10.72$ bohr$^{-1}$, and is still free of aliasing.

Rounding the estimate up also gives 36, but this agreement is accidental. The 36 of question (c) came from the factors of 35 and 36. A slightly higher cutoff separates the rounded estimate from the FFT length. Index 18 enters the density sphere when $2\sqrt{2E}=18b$, that is, at

$$E=\frac{(9b)^2}{2}=15.19\ \text{hartree},$$

which is 30.38 Ry, about 1.3% above the given cutoff. There the estimate reaches $2x=36$, and the exact minimum jumps to $2\cdot18+1=37$. Just above this cutoff the estimate rounds up to 37, which equals the minimum. A grid of 36 would then mix the indices $18$ and $-18$. The next lengths are $37$, which is prime, $38=2\cdot19$, $39=3\cdot13$ and $40=2^3\cdot5$, so the choice would be 40, not the rounded estimate 37.

The same jump occurs if the cell expands at fixed cutoff, because $x$ is proportional to $a$. It needs a factor $18/17.888=1.0063$, or a lattice constant of 10.324 bohr. In a series of calculations at different volumes, a grid chosen at the smallest cell may therefore fail at a larger one.

## Where the answer depends on its conditions

**The choice of k-points.** The density sphere covers all $\mathbf k$, but a particular $\mathbf k$ need not fill it. At $\mathbf k=0$ the orbital indices satisfy $|n_1|\le G_\psi/b=8.944$, so they run from $-8$ to $8$. The largest difference is 16, and $2\cdot16+1=33$ points suffice for a density built at this point alone. Since $33=3\cdot11$ and $34=2\cdot17$ are not acceptable lengths either, the choice under (c) is still 36.

At $\mathbf k=(\tfrac12,0,0)$ the condition along the axis is $|n_1+\tfrac12|\le8.944$. It admits $n_1=-9,\dots,8$, and the difference between the ends is 17. For a general $\mathbf k=(k,0,0)$ with $0\le k\le\tfrac12$, the index $8$ is allowed throughout. The index $-9$ is allowed once $9-k\le8.944$, or $k\ge0.056$. Index 17 is thus reached at most points of this line, and a grid meant for general k-points must provide for it.

**The symmetry of the crystal.** The atoms of silicon repeat under the face-centring translations, such as $a(\tfrac12,\tfrac12,0)$. Such a shift multiplies $\rho(\mathbf m)$ by $e^{i\pi(m_1+m_2)}=(-1)^{m_1+m_2}$. If the density is unchanged by the shift, the coefficient must vanish when $m_1+m_2$ is odd. This removes $(17,0,0)$ from the density of the perfect crystal.

It does not remove index 17. In $(17,1,1)$ the sum of any two indices is even, so all the face-centring translations permit it, and $17^2+1+1=291$ is below $x^2=320$. The structure factor confirms that the two atoms of the diamond basis, separated by $a(\tfrac14,\tfrac14,\tfrac14)$, do not cancel each other:

$$|S(17,1,1)|=4\left|1+e^{-2\pi i\cdot19/4}\right|=4\,|1+i|=4\sqrt2=5.66 .$$

The vector $(-17,1,1)$ is permitted too, so 34 points would mix two allowed coefficients even in the perfect crystal. The minimum of 35 was derived for the full sphere, without use of the face-centring. It then remains valid when an atom is displaced or replaced. Finding the smallest grid for a density known to have the full symmetry is a different problem, since many vectors of the sphere are then absent.

**The use made of the grid.** The 35 points also suffice for applying a local potential to an orbital, if the potential is limited to the density sphere. The product contains terms $V(\mathbf m)c(\mathbf n)$ with index $\mathbf m+\mathbf n$. Such a term is wrongly added to an orbital index $\mathbf n'$ if $\mathbf m+\mathbf n=\mathbf n'+N\mathbf l$ with $\mathbf l\ne0$, that is, if

$$N\mathbf l=\mathbf m-(\mathbf n'-\mathbf n).$$

Each component on the right has magnitude at most $17+17=34$, because $\mathbf n'-\mathbf n$ is a difference of orbital indices at the same $\mathbf k$. For $N\ge35$ this leaves only $\mathbf l=0$. Terms that fall outside the orbital sphere may be aliased among themselves, but they are discarded.

No such statement holds for the exchange-correlation energy, which is a nonlinear function of the density. By the aliasing formula, a grid sum returns the $\mathbf m=\mathbf 0$ coefficient of the integrand plus its aliases at $N\mathbf l$. The square of the density has indices only up to $2\cdot17=34$, so 36 points still integrate it exactly. The cube already reaches $3\cdot17=51$, so a coefficient such as $(36,0,0)$ is added to its integral, and a function that is not a polynomial has in general no largest index at all. The grid of 36 represents the density of these orbitals without aliasing; whether it also makes the exchange-correlation energy accurate enough has to be found by refining the grid.
